# Why High Permittivity Cannot Make Titanium Dioxide Insulate Silicon Directly

**Q:** Titanium dioxide can have a permittivity some twenty times that of silicon dioxide. I could deposit a thick film on silicon and keep the gate capacitance of a very thin oxide. Why would such a film leak?

**A:** First we need to see what permittivity gives you. Per unit area, a film of thickness $t$ and relative permittivity $\kappa$ has capacitance $\varepsilon_0\kappa/t$. The equivalent oxide thickness, EOT, is the thickness of silicon dioxide, with permittivity 3.9, that has the same capacitance:

$$\frac{\varepsilon_0\kappa}{t}=\frac{3.9\,\varepsilon_0}{\mathrm{EOT}}\quad\Rightarrow\quad t=\frac{\kappa}{3.9}\,\mathrm{EOT}.$$

For an EOT of 1 nm and $\kappa=78$, the film is 20 nm thick. With 1 V across it, the field is 0.5 MV/cm, against 10 MV/cm in 1 nm of silicon dioxide. Permittivity therefore buys thickness and a weaker field. Whether they stop the electrons depends on where those electrons lie relative to the insulator's conduction band.

**Q:** Doesn't the band gap settle that? Titanium dioxide has a gap of roughly 3 eV, much larger than silicon's.

**A:** The gap leaves the alignment open. When the silicon gap lies inside the insulator gap,

$$E_g^{\rm ins}=E_g^{\rm Si}+\Delta E_c+\Delta E_v.$$

The conduction-band offset $\Delta E_c$, which I shall call $\phi$, is the step faced by electrons; $\Delta E_v$ is the step faced by holes. Silicon's gap is roughly 1.1 eV, so about 2 eV remains to be shared. In titanium dioxide nearly all of it falls on the valence side, and $\phi$ is close to zero. A small gap does its harm here through the small electron offset it leaves.

**Q:** How do I turn an offset into a leakage current?

**A:** Count the electrons that reach the interface and weight each by its chance of crossing. Take a positive gate, so that electrons leave the silicon and the insulator's band edge slopes down towards the gate. Measure energies from the silicon conduction-band edge at the interface, and let $\mu$ be the Fermi level there. With $x$ running from silicon to gate, the barrier is

$$U(x)=\phi-qV\frac{x}{t},\qquad 0<x<t,$$

where $q>0$ is the elementary charge and $V$ the voltage across the film.

I assume one isotropic band with the free-electron mass $m$ throughout, a three-dimensional electron reservoir, and conserved transverse momentum. For now electrons cross without scattering, and their charge does not bend the straight-line potential. Image forces, traps and holes are left out.

The number of states per unit volume in $d^3k$, including spin, is $2\,d^3k/(2\pi)^3$. If $D$ is the transmission and $f_L,f_R$ are the occupations in silicon and gate, the net current density is

$$J=\frac{2q}{(2\pi)^3}\int_{k_x>0}v_xD(E)\,[f_L-f_R]\,dk_x\,d^2k_\perp .$$

The same $D$ serves both directions because flux conservation makes transmission at a given energy independent of direction. It depends only on $E=\hbar^2k_x^2/2m$, since the transverse motion is unchanged.

Now change variables. From $v_x=\hbar k_x/m$ we get $v_x\,dk_x=dE/\hbar$. From $E_\perp=\hbar^2k_\perp^2/2m$ we get $d^2k_\perp=2\pi k_\perp dk_\perp=(2\pi m/\hbar^2)\,dE_\perp$. The prefactor becomes

$$\frac{2q}{8\pi^3}\,\frac1\hbar\,\frac{2\pi m}{\hbar^2}=\frac{qm}{2\pi^2\hbar^3}.$$

The transverse integral over the silicon occupation is

$$\int_0^\infty\frac{dE_\perp}{1+e^{(E+E_\perp-\mu)/kT}}=kT\ln\!\left[1+e^{(\mu-E)/kT}\right],$$

because $-kT\ln[1+e^{-(E+E_\perp-\mu)/kT}]$ is an antiderivative and vanishes at the upper limit. The gate term is the same with $\mu$ replaced by $\mu-qV$. Hence

$$J=\frac{qm\,kT}{2\pi^2\hbar^3}\int_0^\infty D(E)\ln\frac{1+e^{(\mu-E)/kT}}{1+e^{(\mu-qV-E)/kT}}\,dE .$$

Permittivity enters through $D$ alone, by way of $t$.

**Q:** Then a thicker film should make $D$ small.

**A:** It does for electrons well below the barrier top. In the WKB approximation $D$ is governed by $e^{-S}$, with

$$S=2\int\frac{\sqrt{2m(U-E)}}{\hbar}\,dx$$

taken over the forbidden region. Put $w=U-E$, so $dx=-(t/qV)\,dw$. If the electron is below the barrier throughout the film, $w$ runs from $\phi-E$ down to $\phi-E-qV$, and

$$S=\frac{4\sqrt{2m}}{3\hbar}\,\frac{t}{qV}\left[(\phi-E)^{3/2}-(\phi-E-qV)^{3/2}\right].$$

If it emerges before reaching the gate, the lower limit is $w=0$ and the second term is absent. In both cases $S\propto t\propto\kappa$ at fixed $V$ and EOT. That is the real benefit of permittivity.

For $\phi=2$ eV, $E=0.1$ eV and $V=1$ V, the formula gives 12.06 per nanometre of film. Solving the Schrödinger equation numerically for 4 and 5 nm films gives a change in $-\ln D$ of 12.06 as well. Each added nanometre cuts this electron's transmission by $e^{12}$.

**Q:** And the electrons above the top?

**A:** They have no forbidden region, hence no exponential for the thickness to act on. Reflection makes $D$ less than one, sometimes well below it just above the top. To obtain a simple scale, set $D=1$ for $E>\phi$, count nothing below, and drop the return flow from the gate, which is smaller by a factor of order $e^{-qV/kT}$. With $s=(E-\phi)/kT$ and $z=e^{(\mu-\phi)/kT}$,

$$J_{\rm th}=\frac{qm(kT)^2}{2\pi^2\hbar^3}\int_0^\infty\ln(1+ze^{-s})\,ds .$$

Substitute $w=ze^{-s}$, for which $ds=-dw/w$:

$$\int_0^\infty\ln(1+ze^{-s})\,ds=\int_0^z\frac{\ln(1+w)}{w}\,dw=-\mathrm{Li}_2(-z).$$

The last equality defines the dilogarithm. Collecting constants,

$$J_{\rm th}=-AT^2\,\mathrm{Li}_2\!\left(-e^{(\mu-\phi)/kT}\right),\qquad A=\frac{qmk^2}{2\pi^2\hbar^3}.$$

Neither $t$ nor $\kappa$ appears. This is thermionic emission.

**Q:** What does it become when the offset vanishes?

**A:** For $z\le1$, expand the logarithm and integrate term by term:

$$-\mathrm{Li}_2(-z)=z-\frac{z^2}{4}+\frac{z^3}{9}-\cdots .$$

When $\phi$ lies many $kT$ above $\mu$, the first term suffices and $J_{\rm th}\simeq AT^2e^{-(\phi-\mu)/kT}$. At zero offset, take the Fermi level at the band edge, $\mu=0$, so $z=1$. The alternating sum equals the sum of all $1/n^2$ minus twice its even terms. The even terms make up one quarter of the full sum, $\pi^2/6$, so

$$1-\frac14+\frac19-\cdots=\frac{\pi^2}{6}\left(1-\frac24\right)=\frac{\pi^2}{12}.$$

At 300 K, $AT^2=1.082\times10^7$ A/cm², and

$$J_{\rm th}=0.8225\times1.082\times10^7=8.9\times10^6\ \mathrm{A/cm^2}.$$

In this model every electron heading for the interface already has enough energy to enter the film. A thicker film gives it farther to travel, but no barrier to tunnel through.

**Q:** Setting $D=1$ is crude. Does the full wave calculation agree?

**A:** To order of magnitude, yes. I keep EOT = 1 nm, $V=1$ V, $T=300$ K and $\mu=0$, and give the gate a Fermi energy of 5 eV. At zero offset the current is $4.3\times10^6$ A/cm² for $\kappa=7.8$ and $6.3\times10^6$ A/cm² for $\kappa=78$. At the six permittivities I computed, from 7.8 to 312, it lies between 0.48 and 0.86 of $J_{\rm th}$, with no steady fall as $\kappa$ rises.

Since $D\le1$ and no electron lies below the top, $J_{\rm th}$ is an upper bound at zero offset within this ballistic model. The straight-line potential weakens at the largest permittivities: the ballistic space-charge limit $\tfrac49\varepsilon_0\kappa\sqrt{2q/m}\,V^{3/2}/t^2$ falls as $1/\kappa$, from $4.6\times10^7$ A/cm² at $\kappa=78$ to $1.1\times10^7$ A/cm² at $\kappa=312$, where the computed current comes close to it. The ratio goes up and down as $\kappa$ increases. Interference between waves reflected at the two ends of the film is a plausible cause, but I have not isolated it.

**Q:** Suppose the offset is 0.5 eV instead. Would high permittivity then help?

**A:** A great deal at first, and then much less. The thermionic scale is $J_{\rm th}=0.043$ A/cm². With the other settings unchanged, the wave calculation gives:

| $\kappa$ | $t$ (nm) | $J$ (A/cm²) | $J/J_{\rm th}$ |
|---|---|---|---|
| 7.8 | 2 | $1.9\times10^5$ | $4.4\times10^6$ |
| 39 | 10 | 3.4 | 80 |
| 78 | 20 | 0.26 | 6.0 |
| 156 | 40 | 0.073 | 1.7 |
| 312 | 80 | 0.039 | 0.90 |

The last row merely shows the trend; I am not proposing such a gate film. From $\kappa=7.8$ to 78 the current falls by almost six decades. From 156 to 312 it falls by less than a factor of two. Thickness has removed most of the tunnelling and left a current of thermionic order.

**Q:** At $\kappa=78$ you are still six times above $J_{\rm th}$. Where does the excess come from?

**A:** From electrons just below the top. Splitting the wave current at $E=\phi$ gives $0.62J_{\rm th}$ from above and $5.36J_{\rm th}$ from below. A thermally excited electron at depth $\delta=\phi-E$ meets a thin triangle. With $F=qV/t$, the previous integral gives

$$S=b\,\delta^{3/2},\qquad b=\frac{4\sqrt{2m}}{3\hbar F}.$$

The population at depth $\delta$ exceeds that at the top by $e^{\delta/kT}$, as long as $E$ stays several $kT$ above $\mu$. The competition is therefore governed by

$$g(\delta)=\frac{\delta}{kT}-b\,\delta^{3/2}.$$

Setting $g'=0$ gives $\sqrt{\delta_*}=2/(3bkT)$. Substituting this into the second term of $g$ gives $b\delta_*^{3/2}=2\delta_*/(3kT)$, so $g(\delta_*)=\delta_*/(3kT)$.

To put numbers in, use the exponent quoted earlier. There the bracket was $1.9^{3/2}-0.9^{3/2}=1.765$ eV$^{3/2}$, so $4\sqrt{2m}/(3\hbar)=12.058/1.765=6.83$ eV$^{-1/2}$ nm$^{-1}$. For $\kappa=78$, $F=0.05$ eV/nm and $b=136.6$ eV$^{-3/2}$. Thus

$$\delta_*=\left(\frac{2}{3\times136.6\times0.02585}\right)^2\simeq0.036\ \mathrm{eV},\qquad g(\delta_*)\simeq0.46.$$

The function $g$ returns to zero at $\delta=9\delta_*/4\simeq0.08$ eV, about $3kT$ below the top. A band of energies a few $kT$ wide therefore carries at least as much current per unit energy as the top itself, which accounts for an excess of several times $J_{\rm th}$. The exponent alone understates the depth of this band, because it ignores the prefactor of $D$. In the exact solution for the ramp, with reflection at the gate removed, $D\approx0.5$ at the top, and the current per unit energy peaks about 0.06 eV below the top at 2.7 times its value there, returning to that value near 0.12 eV.

**Q:** Can that estimate be made quantitative?

**A:** Yes, with the prefactor. Let $k_0=\sqrt{2mE}/\hbar$ be the wavenumber in silicon and $\gamma=\sqrt{2m\delta}/\hbar$ the decay rate just inside the film. Continuity of the wave and its slope at $x=0$ requires

$$1+r=\tau,\qquad ik_0(1-r)=-\gamma\tau .$$

Eliminating $r$ gives $\tau=2ik_0/(ik_0-\gamma)$, so $|\tau|^2=4k_0^2/(k_0^2+\gamma^2)$. The WKB connection through the turning point gives an outgoing flux $(\hbar/m)\gamma|\tau|^2e^{-S}$. Dividing by the incident flux $\hbar k_0/m$,

$$D\simeq\frac{4k_0\gamma}{k_0^2+\gamma^2}e^{-S}=\frac{4\sqrt{E\delta}}{\phi}\,e^{-b\delta^{3/2}},$$

because $E+\delta=\phi$. Integrated with the thermal supply, this gives $6.6J_{\rm th}$ for $\kappa=78$, against 5.4 from the wave solution. For $\kappa=39$ the figures are 87 and 79. The approximation omits reflection at the gate and is inaccurate near the top, where the WKB wave is not valid. The second error is the larger: the exact ramp without gate reflection gives $5.6J_{\rm th}$ at $\kappa=78$, and at depth $\delta_*$ its $D$ is only 0.73 of the WKB value.

Since $b\propto1/F$, we have $\delta_*\propto F^2\propto\kappa^{-2}$. Higher permittivity thus removes this excess too, but not the electrons above the top.

**Q:** What offset should I ask for?

**A:** That depends on the tolerated leakage. Invert the large-offset form of $J_{\rm th}$ at $J_{\rm lim}$:

$$\phi_{\rm th}=\mu+kT\ln\frac{AT^2}{J_{\rm lim}}.$$

For $\mu=0$ and a chosen limit of 0.01 A/cm²,

$$\phi_{\rm th}=0.02585\times\ln(1.082\times10^9)=0.538\ \mathrm{eV}.$$

Each further decade of suppression costs $kT\ln10=0.06$ eV. This is a scale rather than a strict minimum, because reflection lowers the requirement and assisted tunnelling raises it. At $\kappa=78$ the wave current meets the limit at 0.582 eV, which is $1.7kT$ higher. Defects, a hotter device or a higher Fermi level call for more.

**Q:** So the fault is not the high permittivity itself?

**A:** No. Compare four ideal films at the same EOT of 1 nm and the same 1 V:

| $\kappa$ | $\phi$ (eV) | $J$ (A/cm²) |
|---|---|---|
| 3.9 | 3.0 | 0.58 |
| 19.5 | 1.5 | $3.5\times10^{-14}$ |
| 78 | 0 | $6.3\times10^6$ |
| 78 | 1.0 | $7.7\times10^{-10}$ |

The last two films have identical permittivity, thickness and field. The 1 eV offset alone reduces the current by nearly sixteen decades. The second film shows the useful compromise: moderate permittivity with a substantial offset. The tunnelling currents are not predictions for real films, because they depend steeply on the electron mass in the insulator. Halving that mass raises the first current about a hundredfold and the second by about five decades; at one fifth of the free-electron mass the second rises by about ten. Conduction through defects can add more.

**Q:** Electrons will surely scatter in 20 nm of oxide. Doesn't that rescue titanium dioxide?

**A:** It lowers the current, so $9\times10^6$ A/cm² should not be read as a device prediction. Consider the opposite regime, in which electrons drift with mobility $\mu_n$ and their own charge limits the flow. Neglect traps and diffusion, and let the interface supply as many electrons as required. If $\mathcal E$ is the field magnitude, $n$ the electron density and $\varepsilon=\varepsilon_0\kappa$,

$$J=qn\mu_n\mathcal E,\qquad \varepsilon\frac{d\mathcal E}{dx}=qn .$$

Eliminating $n$,

$$J=\varepsilon\mu_n\mathcal E\frac{d\mathcal E}{dx}=\frac{\varepsilon\mu_n}{2}\frac{d(\mathcal E^2)}{dx}.$$

An unlimited contact supplies charge until the field at $x=0$ is screened to zero. Since $J$ is uniform, $\mathcal E=\sqrt{2Jx/(\varepsilon\mu_n)}$. Integrating across the film,

$$V=\frac23\sqrt{\frac{2J}{\varepsilon\mu_n}}\,t^{3/2}\quad\Rightarrow\quad J=\frac98\,\frac{\varepsilon\mu_nV^2}{t^3}.$$

This is the Mott–Gurney law. At fixed EOT, $\varepsilon\propto\kappa$ and $t^3\propto\kappa^3$, so $J\propto\kappa^{-2}$: a power, not an exponential.

For a chosen mobility of 0.1 cm²/(V s), the result is $3.9\times10^5$ A/cm² at $\kappa=39$ and $9.7\times10^4$ A/cm² at $\kappa=78$. At these two permittivities they are upper estimates, because the supply is not really ample here. With $\mu=0$ and the free-electron mass, the density just inside the film is about $1.9\times10^{19}$ cm$^{-3}$. Drifting in the mean field, it could carry only $3.1\times10^5$ A/cm² at $\kappa=39$ and $1.5\times10^5$ A/cm² at $\kappa=78$. The true drift currents are therefore lower than the Mott–Gurney values, by about half at $\kappa=39$, but still millions of times the chosen limit. By the Mott–Gurney law, reaching that limit by thickness alone would require $\kappa$ to rise by $\sqrt{9.7\times10^6}\simeq3100$, to $2.4\times10^5$, with a film 62 µm thick.

**Q:** What if the contact cannot supply unlimited charge?

**A:** Then, for pure drift, the Mott–Gurney figure is too high. Diffusion works the other way: with the interface density above, it brings the current to 0.55 and 0.82 of the law at $\kappa=39$ and 78, and to 1.1 and 1.3 times the law at $\kappa=156$ and 312. If the density is held near an interface value $n_0$ and the field is nearly uniform, drift gives $J\simeq qn_0\mu_nV/t$. This falls only as $1/\kappa$. Both estimates lead to the same conclusion: without an offset, trap-free drift gives permittivity a power-law benefit. Traps can hold charge and reduce the current further, but a gate insulator that depends on filling traps would also shift the transistor's threshold voltage.

**Q:** How close are these numbers to a real titanium dioxide gate?

**A:** The permittivity of 78 suits the rutile form, roughly; other forms and amorphous films can be much lower. Reported electron offsets range roughly from zero to a few tenths of an eV. At 0.3 eV, $J_{\rm th}$ is still 99 A/cm², ten thousand times the chosen limit. One volt across 1 nm EOT is a severe load. At fixed $\mu$, lowering it does not change $J_{\rm th}$ while $qV\gg kT$; in a real channel it also lowers $\mu$, and $J_{\rm th}$ falls with it. The mobility is a round choice, and the drift current scales in proportion to it. Silicon's several valleys change $A$ by a factor of about two, which moves the required offset by about $kT\ln2=0.02$ eV. The omitted image force is larger: at 0.5 MV/cm and an optical permittivity near 7 it lowers the barrier by roughly 0.05 to 0.1 eV, depending on whether the silicon screens as a dielectric or as a metal. This raises the thermionic current 7 to 50 times and gives it a dependence on the field, and hence on $\kappa$. The choice $\mu=0$ matters more. One volt across 1 nm EOT draws about $2\times10^{13}$ electrons per cm² into the channel, which puts $\mu$ roughly 0.2 to 0.4 eV above the band edge at the interface. The required offset rises equally, from 0.54 eV to between about 0.7 and 1 eV. The assumption most likely to fail is direct contact: a thin silicon oxide layer often forms between the two materials. It restores a barrier, so the currents above no longer apply, but it also adds its own thickness to the EOT.

**Q:** Could I put such a layer there deliberately?

**A:** Yes. A layer with a large electron offset can block the silicon electrons while titanium dioxide above it adds little EOT. For layers 1 and 2 in series, inverse capacitances add:

$$\mathrm{EOT}=3.9\left(\frac{t_1}{\kappa_1}+\frac{t_2}{\kappa_2}\right).$$

The barrier layer must be thick enough to suppress tunnelling, and that sets a floor on the total EOT. Nor does the titanium dioxide help to stop tunnelling from the silicon: with no offset, it uses up EOT without adding a barrier. In this ideal picture, a film of the barrier material alone, with the same total EOT, would be a thicker barrier and let fewer electrons tunnel, provided the electrons are still under the barrier where the layer ends; if they have already emerged, the extra thickness makes almost no difference. Under reversed bias the gate emits the electrons, so the offset between gate and film matters as well. The objection is thus to titanium dioxide as the sole barrier on silicon. The numerical output below gives the remaining values.

## Computed values

```
temperature = 300 K, kT = 0.02585 eV
Fermi level from silicon band edge = 0.0 eV
EOT = 1.0 nm, film voltage = 1.0 V
gate Fermi energy = 5.0 eV
leakage limit = 0.01 A/cm^2
Richardson constant A = 120.17 A/(cm^2 K^2)
A T^2 = 1.082e+07 A/cm^2
offset per decade of current = 0.0595 eV
Thermionic current, any permittivity:
  offset 0.0 eV: J_th = 8.895e+06 A/cm^2
  offset 0.1 eV: J_th = 2.248e+05 A/cm^2
  offset 0.3 eV: J_th = 9.869e+01 A/cm^2
  offset 0.5 eV: J_th = 4.309e-02 A/cm^2
  offset 1.0 eV: J_th = 1.717e-10 A/cm^2
Tunnelling exponent, offset 2.0 eV, electron energy 0.1 eV:
  formula 12.058 per nm, wave 12.060 per nm
Wave current J in A/cm^2; ratios are to J_th at the same offset:
  kappa 7.8, t 2.0 nm, field 5.000 MV/cm
    offset 0.0 eV: J 4.270e+06, ratio 0.480
    offset 0.5 eV: J 1.897e+05, ratio 4.402e+06
      below top 4.402e+06, above top 0.554
  kappa 19.5, t 5.0 nm, field 2.000 MV/cm
    offset 0.0 eV: J 7.607e+06, ratio 0.855
    offset 0.5 eV: J 4.392e+02, ratio 1.019e+04
      below top 1.019e+04, above top 0.534
  kappa 39.0, t 10.0 nm, field 1.000 MV/cm
    offset 0.0 eV: J 5.590e+06, ratio 0.628
    offset 0.5 eV: J 3.448e+00, ratio 8.000e+01
      below top 7.932e+01, above top 0.683
  kappa 78.0, t 20.0 nm, field 0.500 MV/cm
    offset 0.0 eV: J 6.336e+06, ratio 0.712
    offset 0.5 eV: J 2.576e-01, ratio 5.979e+00
      below top 5.357e+00, above top 0.621
  kappa 156.0, t 40.0 nm, field 0.250 MV/cm
    offset 0.0 eV: J 7.127e+06, ratio 0.801
    offset 0.5 eV: J 7.345e-02, ratio 1.704e+00
      below top 1.172e+00, above top 0.533
  kappa 312.0, t 80.0 nm, field 0.125 MV/cm
    offset 0.0 eV: J 6.989e+06, ratio 0.786
    offset 0.5 eV: J 3.884e-02, ratio 9.013e-01
      below top 4.075e-01, above top 0.494
WKB below-top ratio, kappa 39 = 86.690
WKB below-top ratio, kappa 78 = 6.552
Film comparison, wave current:
  kappa 3.9, t 1.0 nm, offset 3.0 eV: 5.828e-01 A/cm^2
  kappa 19.5, t 5.0 nm, offset 1.5 eV: 3.516e-14 A/cm^2
  kappa 78.0, t 20.0 nm, offset 0.0 eV: 6.336e+06 A/cm^2
  kappa 78.0, t 20.0 nm, offset 1.0 eV: 7.741e-10 A/cm^2
offset for leakage limit, thermionic formula = 0.538 eV
wave current there, kappa 156 = 1.659e-02 A/cm^2
offset for leakage limit, wave, kappa 78 = 0.582 eV
film mobility = 0.1 cm^2/(V s)
space-charge-limited J, kappa 39 = 3.885e+05 A/cm^2
space-charge-limited J, kappa 78 = 9.712e+04 A/cm^2
kappa needed to reach the limit this way = 2.43e+05
film thickness then = 62.3 micrometre
```
